# Spin-Summed Generators: U(n) Commutation Relations and the Total-Spin Formula

## A matrix that knows the spin

Put three electrons into three orbitals, one in each, with two spins up and one down. There are three such determinants. Now take operators that move an electron from one orbital to another without touching or reading its spin, and add up all products "move from $p$ to $q$, then from $q$ to $p$", including the terms with $p=q$, which give the square of the number of electrons in orbital $p$. Among the three determinants, each written with its creation operators in orbital order (another order changes signs off the diagonal but not the eigenvalues), this sum has the matrix

$$\begin{pmatrix}7&-2&-2\\-2&7&-2\\-2&-2&7\end{pmatrix},$$

with eigenvalues 9, 9 and 3. The two eigenvectors with eigenvalue 9 are doublets, and the one with eigenvalue 3 belongs to a quartet. Operators that are blind to spin have sorted the states by total spin.

The explanation is an operator identity for $S^2$. It rests on the antisymmetry of the electrons and on the use of the same orbitals for both spins.

## Setting and statement

Let $\phi_1,\dots,\phi_n$ be orthonormal spatial orbitals, each available to both spins $\sigma=\alpha,\beta$. The operator $a^\dagger_{p\sigma}$ creates an electron in $\phi_p$ with spin $\sigma$. With $\{A,B\}=AB+BA$,

$$\{a_{p\sigma},a^\dagger_{q\tau}\}=\delta_{pq}\delta_{\sigma\tau},\qquad \{a_{p\sigma},a_{q\tau}\}=\{a^\dagger_{p\sigma},a^\dagger_{q\tau}\}=0. \tag{1}$$

The spin-summed operators and the electron number are

$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad N=\sum_p E_{pp}. \tag{2}$$

$E_{pq}$ moves an electron from $\phi_q$ to $\phi_p$ and keeps its spin. Taking the adjoint reverses the order of the factors, so $E_{pq}^\dagger=E_{qp}$. Spin is measured in units of $\hbar$.

Two statements are to be proved, both valid on the whole Fock space of the $n$ orbitals:

$$[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}, \tag{A}$$

$$S^2=\frac{(n+2)N}{2}-\frac{N^2}{4}-\frac12\,C,\qquad C=\sum_{p,q=1}^{n}E_{pq}E_{qp}. \tag{B}$$

In (B), $N$ is an operator. It becomes a number when the statement is applied to states with a fixed number of electrons.

## The commutation relations

For any three operators,

$$[AB,D]=A\{B,D\}-\{A,D\}B, \tag{3}$$

because the right side is $ABD+ADB-ADB-DAB$, and the middle terms cancel. Apply this with $A=a^\dagger_{p\tau}$ and $B=a_{q\tau}$. For $D=a^\dagger_{r\sigma}$ the second anticommutator vanishes, and the first is $\delta_{qr}\delta_{\tau\sigma}$:

$$[E_{pq},a^\dagger_{r\sigma}]=\sum_\tau a^\dagger_{p\tau}\,\delta_{qr}\delta_{\tau\sigma}=\delta_{qr}\,a^\dagger_{p\sigma}. \tag{4}$$

For $D=a_{r\sigma}$ the first anticommutator vanishes, and the second is $\delta_{pr}\delta_{\tau\sigma}$:

$$[E_{pq},a_{r\sigma}]=-\sum_\tau\delta_{pr}\delta_{\tau\sigma}\,a_{q\tau}=-\delta_{pr}\,a_{q\sigma}. \tag{5}$$

Equation (4) has a useful reading. Since $E_{pq}$ annihilates the vacuum, its action on a product of creation operators is a sum of terms. In each term one factor $a^\dagger_{q\sigma}$ is replaced, in its place, by $a^\dagger_{p\sigma}$.

The product rule $[X,YZ]=[X,Y]Z+Y[X,Z]$ now gives

$$[E_{pq},E_{rs}]=\sum_\sigma\left([E_{pq},a^\dagger_{r\sigma}]\,a_{s\sigma}+a^\dagger_{r\sigma}\,[E_{pq},a_{s\sigma}]\right)$$

$$=\delta_{qr}\sum_\sigma a^\dagger_{p\sigma}a_{s\sigma}-\delta_{ps}\sum_\sigma a^\dagger_{r\sigma}a_{q\sigma}=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}.$$

This is (A). One consequence is needed later. Setting $q=p$ in (A) and summing over $p$ gives

$$[N,E_{rs}]=\sum_p\left(\delta_{pr}E_{ps}-\delta_{ps}E_{rp}\right)=E_{rs}-E_{rs}=0,$$

as it must be, since moving an electron does not change the number of electrons.

## Why the group is U(n)

For an $n\times n$ matrix $\kappa$ define $K(\kappa)=\sum_{pq}\kappa_{pq}E_{pq}$. From (A),

$$[K(\kappa),K(\lambda)]=\sum_{pqrs}\kappa_{pq}\lambda_{rs}\left(\delta_{qr}E_{ps}-\delta_{ps}E_{rq}\right)=\sum_{ps}(\kappa\lambda)_{ps}E_{ps}-\sum_{rq}(\lambda\kappa)_{rq}E_{rq},$$

so that

$$[K(\kappa),K(\lambda)]=K([\kappa,\lambda]). \tag{6}$$

The operators $K(\kappa)$ therefore commute in the same way as the matrices $\kappa$. No information is lost in the passage from $\kappa$ to $K(\kappa)$, because (4) gives $K(\kappa)\,a^\dagger_{r\sigma}|0\rangle=\sum_p\kappa_{pr}\,a^\dagger_{p\sigma}|0\rangle$, from which every element of $\kappa$ can be read.

With arbitrary complex $\kappa$ this is the Lie algebra $gl(n)$ of all complex matrices. The algebra $u(n)$ of the unitary group is the real subalgebra with $\kappa^\dagger=-\kappa$. For such $\kappa$,

$$K(\kappa)^\dagger=\sum_{pq}\kappa_{pq}^*E_{qp}=K(\kappa^\dagger)=-K(\kappa),$$

and $e^{K(\kappa)}$ is unitary. A single $E_{pq}$ is never anti-Hermitian: for $p\neq q$ its adjoint is $E_{qp}$, and $E_{pp}$ is Hermitian, so that only $iE_{pp}$ qualifies. Each $E_{pq}$ therefore belongs to $gl(n)$ and not to $u(n)$. Calling the $E_{pq}$ "generators of U(n)" means that the anti-Hermitian combinations generate the group.

To see what the group does, let $f_p(t)=e^{tK}a^\dagger_{p\sigma}e^{-tK}$. By (4), $[K,a^\dagger_{p\sigma}]=\sum_r\kappa_{rp}\,a^\dagger_{r\sigma}$, and therefore

$$\frac{df_p}{dt}=e^{tK}[K,a^\dagger_{p\sigma}]e^{-tK}=\sum_r f_r(t)\,\kappa_{rp},\qquad f_p(0)=a^\dagger_{p\sigma}.$$

The solution of this linear equation is $f_p(t)=\sum_q a^\dagger_{q\sigma}(e^{t\kappa})_{qp}$. At $t=1$,

$$e^{K}a^\dagger_{p\sigma}e^{-K}=\sum_q a^\dagger_{q\sigma}\,(e^{\kappa})_{qp}. \tag{7}$$

The group element is a unitary rotation of the spatial orbitals, the same for both spins.

## Spin operators and their independence of the orbitals

Sum over orbitals instead of spins and define

$$W_{\sigma\tau}=\sum_p a^\dagger_{p\sigma}a_{p\tau}. \tag{8}$$

$W_{\alpha\beta}$ turns a down spin up and leaves the electron in its orbital. The total spin and the electron number are

$$S_+=W_{\alpha\beta},\quad S_-=W_{\beta\alpha},\quad S_z=\tfrac12(W_{\alpha\alpha}-W_{\beta\beta}),\quad N=W_{\alpha\alpha}+W_{\beta\beta}, \tag{9}$$

with $S_\pm=S_x\pm iS_y$. This is where the common orbitals enter. The true spin operator does not act on space, so it takes $\phi_p\beta$ into $\phi_p\alpha$ with the same $\phi_p$.

From (4) and (5),

$$[E_{pq},W_{\sigma\tau}]=\sum_r\left(\delta_{qr}\,a^\dagger_{p\sigma}a_{r\tau}-\delta_{pr}\,a^\dagger_{r\sigma}a_{q\tau}\right)=a^\dagger_{p\sigma}a_{q\tau}-a^\dagger_{p\sigma}a_{q\tau}=0. \tag{10}$$

Every $E_{pq}$ commutes with every component of the spin, and hence with $S^2$. Moving electrons with the $E_{pq}$ cannot change $S$ or $M_S$.

This matters for electronic structure because a Hamiltonian without spin-dependent terms can be written in the $E_{pq}$ alone. The one-electron part is $\sum h_{pq}E_{pq}$. The two-electron part contains $\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$, and by (1)

$$E_{pq}E_{rs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}\left(\delta_{qr}\delta_{\sigma\tau}-a^\dagger_{r\tau}a_{q\sigma}\right)a_{s\tau}=\delta_{qr}E_{ps}+\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

In the last term, exchanging $a_{q\sigma}$ and $a_{s\tau}$ has turned the minus sign into a plus. The two-electron operator is thus $E_{pq}E_{rs}-\delta_{qr}E_{ps}$, and the whole Hamiltonian commutes with the spin.

## Proof of the formula for S²

**Reordering the middle pair.** Written out,

$$C=\sum_{pq}\sum_{\sigma\tau}a^\dagger_{p\sigma}\,a_{q\sigma}\,a^\dagger_{q\tau}\,a_{p\tau}.$$

The two middle operators carry the same orbital index, so $a_{q\sigma}a^\dagger_{q\tau}=\delta_{\sigma\tau}-a^\dagger_{q\tau}a_{q\sigma}$. In the sum over $q$ the first term appears $n$ times, and the second adds up to $W_{\tau\sigma}$:

$$C=\sum_{p}\sum_{\sigma\tau}a^\dagger_{p\sigma}\left(n\,\delta_{\sigma\tau}-W_{\tau\sigma}\right)a_{p\tau}=nN-\sum_p\sum_{\sigma\tau}a^\dagger_{p\sigma}W_{\tau\sigma}a_{p\tau}. \tag{11}$$

**Moving W to the right.** By (3), only the term of $W_{\tau\sigma}$ with orbital index $p$ contributes to the commutator with $a_{p\tau}$:

$$[W_{\tau\sigma},a_{p\tau}]=-\{a^\dagger_{p\tau},a_{p\tau}\}\,a_{p\sigma}=-a_{p\sigma},$$

with no sum over $\tau$ here. Hence $W_{\tau\sigma}a_{p\tau}=a_{p\tau}W_{\tau\sigma}-a_{p\sigma}$, and

$$\sum_p\sum_{\sigma\tau}a^\dagger_{p\sigma}W_{\tau\sigma}a_{p\tau}=\sum_{\sigma\tau}W_{\sigma\tau}W_{\tau\sigma}-\sum_\tau\sum_{p\sigma}a^\dagger_{p\sigma}a_{p\sigma}=\sum_{\sigma\tau}W_{\sigma\tau}W_{\tau\sigma}-2N.$$

The summand of the last term does not depend on $\tau$, which takes two values; this is the origin of the 2. Inserting the result in (11) changes its sign:

$$C=(n+2)N-\sum_{\sigma\tau}W_{\sigma\tau}W_{\tau\sigma}. \tag{12}$$

The $n$ counts orbitals and the 2 counts spin states. The sum over orbital moves has become a sum over spin moves with the opposite sign, and that sign comes from the anticommutation of the electron operators.

**Evaluating the spin sum.** The four terms are $W_{\alpha\alpha}^2+W_{\beta\beta}^2+S_+S_-+S_-S_+$. From (9), $W_{\alpha\alpha}=\tfrac12N+S_z$ and $W_{\beta\beta}=\tfrac12N-S_z$. When the squares are added, the cross terms cancel:

$$W_{\alpha\alpha}^2+W_{\beta\beta}^2=\tfrac12N^2+2S_z^2.$$

For the other two terms,

$$S_\pm S_\mp=S_x^2+S_y^2\mp i[S_x,S_y],\qquad S_+S_-+S_-S_+=2(S_x^2+S_y^2).$$

Together,

$$\sum_{\sigma\tau}W_{\sigma\tau}W_{\tau\sigma}=\tfrac12N^2+2S^2. \tag{13}$$

**Result.** Equations (12) and (13) give $C=(n+2)N-\tfrac12N^2-2S^2$. Solving for $S^2$ gives (B).

Since $N$ and $S^2$ both commute with every $E_{pq}$, so does $C$. An operator built from the generators that commutes with all of them is called a Casimir operator, and $C$ is the standard quadratic one of U(n). The linear one is $N$, and its square $N^2$ is a second quadratic operator that commutes with all generators.

## Simple cases

For one electron, the replacement rule gives $E_{pq}E_{qp}\,a^\dagger_{r\sigma}|0\rangle=\delta_{pr}\,a^\dagger_{r\sigma}|0\rangle$. Summing over $p$ and $q$ yields $C=n$. Then (B) reads $S^2=\tfrac12(n+2)-\tfrac14-\tfrac12n=\tfrac34$, the value for spin one half, and $n$ has dropped out.

For $2n$ electrons all orbitals are full. Every move with $p\neq q$ is blocked, and $E_{pp}^2=4$ for each orbital, so $C=4n$. Then $S^2=n(n+2)-n^2-2n=0$.

An empty orbital also contributes to $C$. If $\phi_q$ is empty, (A) gives $E_{pq}E_{qp}=E_{qp}E_{pq}+E_{pp}-E_{qq}$ for $p\neq q$. On such a state the first and last terms vanish, and the sum over $p$ gives $N$. Each empty orbital raises $C$ by $N$ and $\tfrac12C$ by $\tfrac12N$, which the term $\tfrac12(n+2)N$ compensates. The sum in $C$ must therefore run over the same $n$ orbitals that are counted in the prefactor. Restricting it to the occupied orbitals while keeping the full $n$ would give a wrong spin.

## Three electrons in three orbitals

The basis is $a^\dagger_{1\sigma}a^\dagger_{2\tau}a^\dagger_{3\upsilon}|0\rangle$ with spin patterns $\alpha\alpha\beta$, $\alpha\beta\alpha$, $\beta\alpha\alpha$, in this order. The creation operators always stand in orbital order, which fixes the signs.

The terms $E_{pp}^2$ give 1 for each singly occupied orbital, in total 3. For $p\neq q$, first let the electrons in $\phi_p$ and $\phi_q$ have equal spins. Then $E_{qp}$ would put two equal spins into $\phi_q$, and the result is zero. If the spins are opposite, the replacement rule gives

$$a^\dagger_{p\alpha}a^\dagger_{q\beta}\;\xrightarrow{E_{qp}}\;a^\dagger_{q\alpha}a^\dagger_{q\beta}\;\xrightarrow{E_{pq}}\;a^\dagger_{p\alpha}a^\dagger_{q\beta}+a^\dagger_{q\alpha}a^\dagger_{p\beta}=a^\dagger_{p\alpha}a^\dagger_{q\beta}-a^\dagger_{p\beta}a^\dagger_{q\alpha}.$$

Either electron can go back. If the one that was there first moves, the two spins end up exchanged, and restoring the orbital order costs a minus sign. A third operator standing between the two does not alter this, since interchanging two anticommuting factors in a product of anticommuting factors always gives one minus sign.

Each pattern has two pairs of opposite spins, and each pair occurs in two orders, $(p,q)$ and $(q,p)$. The diagonal element is $3+2\cdot2=7$. Exchanging one pair leads to another pattern, again from two orders, so each off-diagonal element is $-2$. This is the matrix at the beginning.

With $n=3$ and $N=3$, the number terms in (B) are $\tfrac12\cdot5\cdot3=7.50$ and $\tfrac14\cdot9=2.25$. The diagonal of $S^2$ is $7.50-2.25-3.50=1.75$, and the off-diagonal elements are $-\tfrac12(-2)=1.00$:

$$S^2=\begin{pmatrix}1.75&1&1\\1&1.75&1\\1&1&1.75\end{pmatrix}=0.75\,\mathbf 1+J,$$

where all elements of $J$ are 1. The vector $(1,1,1)$ has $J$-eigenvalue 3, and vectors whose components sum to zero have eigenvalue 0. The eigenvalues of $S^2$ are therefore 3.75, which is $S(S+1)$ for $S=\tfrac32$, and twice 0.75, for $S=\tfrac12$. A single determinant of this set has the expectation value 1.75, which belongs to no definite spin.

## The values of C for three orbitals

On states with fixed $N$ and $S$,

$$C=(n+2)N-\tfrac12N^2-2S(S+1). \tag{14}$$

Unpaired spins need singly occupied orbitals, of which there are at most $N$ and at most $2n-N$. This limits $S$. For $n=3$:

| $N$ | $S$ | $C$ |
|---|---|---|
| 0 | 0 | 0 |
| 1 | 1/2 | 3 |
| 2 | 0 | 8 |
| 2 | 1 | 4 |
| 3 | 1/2 | 9 |
| 3 | 3/2 | 3 |
| 4 | 0 | 12 |
| 4 | 1 | 8 |
| 5 | 1/2 | 11 |
| 6 | 0 | 12 |

At fixed $N$ the value of $C$ falls as $S$ rises. Among states with the same orbital occupations, the terms $p=q$ and the moves into empty orbitals are the same, so the difference lies in the moves between occupied orbitals. With two electrons in two different orbitals, these moves contribute 4 to $C$ in the singlet and 0 in the triplet. For $M_S=\pm1$ the parallel spins block the move. For $M_S=0$ each determinant allows it, but $E_{21}$ turns $a^\dagger_{1\alpha}a^\dagger_{2\beta}$ into $a^\dagger_{2\alpha}a^\dagger_{2\beta}$ and $a^\dagger_{1\beta}a^\dagger_{2\alpha}$ into $-a^\dagger_{2\alpha}a^\dagger_{2\beta}$. The two amplitudes cancel in the triplet, which is the sum of the two determinants, and add in the singlet, which is their difference. A closed-shell singlet reaches the same value 8 in another way, with 4 from the terms $p=q$ and 4 from moves into the two empty orbitals. The value of $C$ alone does not determine the spin. The number 8 belongs to a singlet with two electrons and to a triplet with four. Together with $N$, however, $C$ fixes $S$, because $S(S+1)$ grows steadily with $S$.

## Where the assumptions are needed

**Different orbitals for different spins.** Suppose the $\beta$ electrons use their own orthonormal orbitals, with annihilation operators $b_p$, and form $E'_{pq}=a^\dagger_{p\alpha}a_{q\alpha}+b^\dagger_pb_q$. The operators $a_{p\alpha}$ and $b_p$ obey the same anticommutation relations as before, so the $E'_{pq}$ satisfy (A). The algebra behind (B) also goes through, but it now yields the square of a different vector operator, whose raising part $\sum_pa^\dagger_{p\alpha}b_p$ flips the spin and changes the orbital as well. That is not the electron spin.

Take two orbitals and $b^\dagger_1=\cos\theta\,a^\dagger_{1\beta}+\sin\theta\,a^\dagger_{2\beta}$, with two electrons in the state $\psi=a^\dagger_{1\alpha}b^\dagger_1|0\rangle$. For the $E'_{pq}$ this is a doubly occupied level, and (B) with $E'$ gives zero. The true value follows from $S^2=S_-S_++S_z^2+S_z$ with $S_z\psi=0$. Raising the $\beta$ spin gives

$$S_+\psi=a^\dagger_{1\alpha}\left(\cos\theta\,a^\dagger_{1\alpha}+\sin\theta\,a^\dagger_{2\alpha}\right)|0\rangle=\sin\theta\,a^\dagger_{1\alpha}a^\dagger_{2\alpha}|0\rangle,$$

because $(a^\dagger_{1\alpha})^2=0$. Hence $\langle S^2\rangle=\sin^2\theta$, which is 0.0873 for $\theta=0.3$ rad. This is the spin contamination of the determinant, and the paired generators miss it. Formula (B) does give it when the $E_{pq}$ are built from orbitals common to both spins, since (B) holds for every state in the Fock space.

**Non-orthogonal orbitals.** Let the orbitals be real with overlap matrix $O$, so that $\{a_{q\sigma},a^\dagger_{r\tau}\}=O_{qr}\delta_{\sigma\tau}$. In (4) and (5) the orbital deltas become overlaps, and the same product rule gives

$$[E_{pq},E_{rs}]=O_{qr}E_{ps}-O_{sp}E_{rq}.$$

For two normalized orbitals this yields $[E_{11},E_{22}]=O_{12}(E_{12}-E_{21})$, which is zero when they are orthogonal. Let $O_{12}=0.4$ and write the second orbital as 0.4 times the first plus $\sqrt{1-0.4^2}$ times a unit orbital orthogonal to it. In $E_{12}-E_{21}$ the part along the first orbital cancels. Between determinants of the two orthonormal orbitals, the largest element of the commutator is then $0.4\sqrt{1-0.4^2}=0.3666$. The operators $E_{11}$ and $E_{22}$ can no longer serve as simultaneous occupation numbers, and (A) and (B) fail for these operators. One remedy is to orthonormalize the orbitals. Another is to keep the creation operators and use the dual annihilators $\tilde a_{q\sigma}=\sum_r(O^{-1})_{qr}\,a_{r\sigma}$, which restore $\{\tilde a_{q\sigma},a^\dagger_{r\tau}\}=\delta_{qr}\delta_{\sigma\tau}$. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}\tilde a_{q\sigma}$, (A) and (B) hold again, but $E_{pq}^\dagger=E_{qp}$ is lost.
